# Radius and area errors of an expanding level-set circle

## Problem

A long cylindrical wire of radius $R_0=50$ nm is coated by a film that grows along the local outward normal at the constant speed $F=10$ nm/min for $t=10$ min. In cross-section the surface is a circle, and its final radius should be

$$R=R_0+Ft=150\ \text{nm}.$$

The growth is computed with a level-set function $\phi(x,y,t)$, negative inside the coated wire and zero on its surface. It obeys

$$\phi_t+F|\nabla\phi|=0,\qquad \phi(x,y,0)=r-R_0,$$

where $r$ is the distance from the wire axis and $\theta$ the polar angle. The grid is square with spacing $h$. Time is advanced by forward Euler steps $\Delta t$, and the gradient is formed with the first-order Godunov rule

$$|\nabla\phi|\to\sqrt{S_x^2+S_y^2},\qquad S_x=\max(D_x^-\phi,\,-D_x^+\phi,\,0),$$

and likewise for $S_y$. Here $D_x^-$ and $D_x^+$ are the backward and forward differences divided by $h$. The function $\phi$ is not reinitialized during the run.

Write the computed front as $\rho(\theta)=R+\delta(\theta)$. Let $m=\langle\delta\rangle$ be the mean radius error over angle, $\sigma$ the standard deviation of $\delta$ over angle, and $\Delta A$ the enclosed area minus $\pi R^2$.

1. How do $m$, $\sigma$ and $\Delta A$ depend on $h$, $R_0$ and $R$?
2. Do computed fronts on successively halved grids follow these laws?
3. If the enclosed area is correct, is the radius correct too?

## First estimate by scaling

A one-sided difference misjudges a slope by about $h/2$ times the second derivative. For a distance function the second derivative along the front is the curvature, $1/r$. The relative error of the speed is therefore about $h/(2r)$. With the midway radius $r\approx100$ nm held fixed, the front is misplaced by about

$$|\delta|\sim\frac{h}{2}\,\frac{Ft}{100\ \text{nm}}=\frac h2 .$$

For $h=2.5$ nm this is 1.25 nm. A uniform displacement of that size changes the area by about $2\pi R\,|\delta|\approx1180\ \text{nm}^2$, or 1.7 % of $\pi R^2$. The estimate predicts first-order convergence, but it gives neither the sign nor the dependence on angle.

## Solution

### The motion without grid error

At a speed $F>0$, the value of $\phi$ at a point is the smallest initial value within the distance $Ft$. Hence

$$\phi=\max(r-Ft,0)-R_0 .$$

Near the front this is $\phi_0=r-R_0-Ft$, which vanishes at $r=R$. The tip of the initial cone has become a flat disk of radius $Ft$, whose edge stays a distance $R_0$ behind the front. The analysis below requires that numerical smearing of this edge does not reach the front.

### The error made by the differences

Where $\phi_x>0$, the Godunov rule selects the backward difference,

$$D_x^-\phi=\phi_x-\frac h2\phi_{xx}+O(h^2).$$

Where $\phi_x<0$, it selects

$$-D_x^+\phi=-\phi_x-\frac h2\phi_{xx}+O(h^2).$$

Both cases are contained in $S_x=|\phi_x|-\tfrac h2\phi_{xx}+O(h^2)$. Squaring and adding the two directions gives

$$S_x^2+S_y^2=|\nabla\phi|^2-h\left(|\phi_x|\phi_{xx}+|\phi_y|\phi_{yy}\right)+O(h^2).$$

The square root follows from $\sqrt{a^2-b}\approx a-b/(2a)$:

$$\sqrt{S_x^2+S_y^2}=|\nabla\phi|-\frac h2\,Q+O(h^2),\qquad Q=\frac{|\phi_x|\phi_{xx}+|\phi_y|\phi_{yy}}{|\nabla\phi|}.$$

Within about one cell of a coordinate axis through the centre, one slope component is itself of order $h/r$ and the selection can differ. Its square is then of order $h^2/r^2$, so this strip does not alter the leading term.

The Euler step replaces $\phi_t$ by $\phi_t+\tfrac{\Delta t}{2}\phi_{tt}$. To this order the scheme therefore solves

$$\phi_t+F|\nabla\phi|=\frac{Fh}{2}Q-\frac{\Delta t}{2}\phi_{tt}.$$

The step must also be stable. The new value at a node should not decrease when its old value is raised, which requires

$$1-\frac{F\Delta t}{h}\,\frac{S_x+S_y}{\sqrt{S_x^2+S_y^2}}\ge0 .$$

The last fraction is at most $\sqrt2$, so $F\Delta t\le h/\sqrt2$ suffices. The runs below use $F\Delta t=h/2$ unless stated otherwise.

### The error carried by the front

Insert $\phi=\phi_0+e$ with $e$ of order $h$. For $\phi_0$ the derivatives are

$$\phi_x=\cos\theta,\quad \phi_y=\sin\theta,\quad \phi_{xx}=\frac1r-\frac{x^2}{r^3}=\frac{\sin^2\theta}{r},\quad \phi_{yy}=\frac{\cos^2\theta}{r}.$$

Since $|\nabla\phi_0|=1$,

$$Q=\frac{|\cos\theta|\sin^2\theta+|\sin\theta|\cos^2\theta}{r}=\frac{g(\theta)}{r},$$

$$g(\theta)=|\sin\theta\cos\theta|\,\bigl(|\sin\theta|+|\cos\theta|\bigr).$$

The gradient of $\phi_0$ is the radial unit vector, so $|\nabla\phi|=1+e_r$ to first order in $e$. Also $\phi_0$ is linear in time, hence $\phi_{tt}=e_{tt}$ is of order $h$, and its product with $\Delta t$ is of second order. What remains is

$$e_t+Fe_r=\frac{Fh}{2r}\,g(\theta).$$

Along the ray $r=R_0+Ft'$ the left side is the total derivative $de/dt'$, and $\theta$ is constant. With $e=0$ at the start,

$$e=\frac h2 g(\theta)\int_0^t\frac{F\,dt'}{R_0+Ft'}=\frac h2\,g(\theta)\ln\frac R{R_0}.$$

The computed front satisfies $0=\phi_0(R+\delta)+e=\delta+e$ at leading order, so

$$\boxed{\delta(\theta)=-\frac h2\,g(\theta)\,\ln\frac{R}{R_0}}$$

The front lags. The grid acts as if the speed were $F[1-hg(\theta)/(2r)]$, a slowing proportional to curvature. It vanishes along the grid axes and is largest on the diagonals, so the film comes out thinnest at 45°. This fourfold pattern belongs to the grid and not to the growth law.

The result rests on the start $\phi=r-R_0$, a distance function, for which $\phi_{rr}$ and $\phi_{tt}$ vanish near the front. Another function with the same zero contour gives another first-order error. For $\phi=(r^2-R_0^2)/(2R_0)$ these derivatives are $1/R_0$ and $F^2/R_0$, and the front lags even on the axes, by about $h\,(1-F\Delta t/h)\,Ft/(2R_0)$. At $h=2.5$ nm the mean error is then $-0.59h$ for $F\Delta t=h/2$ and $-0.84h$ for $F\Delta t=h/4$.

Three limits show the meaning of the logarithm.

- For a thin film, $Ft\ll R_0$, it becomes $Ft/R_0$, and the lag grows in proportion to time.
- For $R_0\to\infty$ at fixed $Ft$ the lag vanishes, because a flat front has a linear $\phi$, which one-sided differences represent without error.
- For $R_0\to0$ the logarithm diverges. The formula has then failed. It assumes $h\ll R_0$, and also that the smeared edge of the inner disk, whose width is of order $\sqrt{hFt}$, stays narrow compared with $R_0$. At $h=2.5$ nm and $Ft=100$ nm the computed mean lag exceeds the formula by 13 % for $R_0=20$ nm and by a factor 1.8 for $R_0=10$ nm. For $R_0=50$ nm the coarsest grid below, $h=10$ nm, has $\sqrt{hFt}=32$ nm and meets the condition only roughly: with the centre on a node the front lags by about 0.07 nm on the axes, where the formula gives zero. At $h=2.5$ nm that lag is below $10^{-4}$ nm.

### Mean, spread and largest lag

By symmetry, averages over angle can be taken over one quadrant. Write $s=\sin\theta$ and $c=\cos\theta$. Then

$$\langle g\rangle=\frac2\pi\int_0^{\pi/2}(s\,c^2+s^2c)\,d\theta=\frac2\pi\left(\frac13+\frac13\right)=\frac4{3\pi}=0.4244 .$$

For the square, $(s+c)^2=1+2sc$ gives

$$\langle g^2\rangle=\frac2\pi\int_0^{\pi/2}(s^2c^2+2s^3c^3)\,d\theta .$$

The first integral is $\tfrac14\int_0^{\pi/2}\sin^22\theta\,d\theta=\pi/16$. In the second, the substitution $u=s$ gives $\int_0^1u^3(1-u^2)\,du=\tfrac14-\tfrac16=\tfrac1{12}$. Therefore

$$\langle g^2\rangle=\frac2\pi\left(\frac\pi{16}+\frac16\right)=\frac18+\frac1{3\pi},$$

and the standard deviation of $g$ is $\sigma_g=\sqrt{\langle g^2\rangle-\langle g\rangle^2}=0.2258$.

For the maximum, put $w=s+c$. Then $sc=(w^2-1)/2$ and $g=w(w^2-1)/2$, which increases with $w$ on $1\le w\le\sqrt2$. The largest value is $1/\sqrt2$, at 45°. Hence

$$m=-\frac{2h}{3\pi}\ln\frac R{R_0},\qquad \sigma=\frac h2\,\sigma_g\ln\frac R{R_0},\qquad |\delta|_{\max}=\frac{h}{2\sqrt2}\ln\frac R{R_0}.$$

### The area error

Each ray meets the front once, so the enclosed area is

$$A=\frac12\int_0^{2\pi}(R+\delta)^2d\theta=\pi R^2+2\pi R\,m+\pi\langle\delta^2\rangle .$$

With $\langle\delta^2\rangle=m^2+\sigma^2$,

$$\Delta A=2\pi R\,m+\pi(m^2+\sigma^2).$$

This is an identity, valid for any such front. The mean enters at first order and the spread at second order. Inserting $m$ gives the leading term

$$\Delta A\simeq-\frac43\,hR\ln\frac R{R_0},\qquad \frac{\Delta A}{\pi R^2}\simeq\frac{2m}{R}.$$

The relative area error is thus twice the relative mean radius error. It carries no first-order information about shape.

### The error of the measurement itself

The radii were read along 720 rays from a cubic spline through the grid values of $\phi$. The area was found separately: each cell was cut into two triangles, $\phi$ was taken as linear on each, and the parts with $\phi<0$ were added.

Linear interpolation has a bias. For a function with constant second-derivative matrix $H$, the interpolant at a point with barycentric weights $\lambda_i$ exceeds the function by

$$\frac12\sum_{i<j}\lambda_i\lambda_j\,\mathbf e_{ij}^{T}H\mathbf e_{ij},$$

where $\mathbf e_{ij}$ are the triangle's edges. The mean of $\lambda_i\lambda_j$ over a triangle is $2\int_0^1\!\int_0^{1-a}ab\,db\,da=\tfrac1{12}$. The edges are $(h,0)$, $(0,h)$ and $(h,h)$, and $H_{xx}+H_{yy}=1/R$ at the front. The mean excess is therefore

$$\frac1{24}\,h^2\left[2(H_{xx}+H_{yy})+2H_{xy}\right]=\frac{h^2}{12}\left(\frac1R+H_{xy}\right).$$

The term $H_{xy}=-\sin\theta\cos\theta/R$ averages to zero around the circle. Since $|\nabla\phi|=1$, raising $\phi$ by $h^2/(12R)$ moves the contour inward by the same length. The measured area is then too small by

$$2\pi R\,\frac{h^2}{12R}=\frac{\pi h^2}{6},$$

on average over positions of the circle relative to the grid. For $h=5$ nm this is 13.090 nm². The triangle rule applied to the undisturbed distance function, averaged over 64 grid positions, gave a deficit of 13.091 nm².

### The computed fronts

The box was 360 nm wide, and the circle's centre was displaced from a grid node by 1.7 nm in $x$ and 0.9 nm in $y$. At $t=10$ min the results were as follows, with lengths in nm and areas in nm².

| $h$ | $m$ | $\sigma$ | largest lag | $\Delta A$ |
|---:|---:|---:|---:|---:|
| 10 | −2.503 | 1.185 | 3.904 | −2397 |
| 5 | −1.203 | 0.615 | 1.946 | −1142 |
| 2.5 | −0.592 | 0.310 | 0.972 | −559.5 |
| 1.25 | −0.294 | 0.155 | 0.486 | −277.2 |
| 0.625 | −0.146 | 0.078 | 0.243 | −138.0 |

Take $h=2.5$ nm, with $\ln(R/R_0)=\ln3=1.0986$. The formulas give

$$m=-\frac{2(2.5)}{3\pi}(1.0986)=-0.583\ \text{nm},$$

$$\sigma=1.25\,(0.2258)(1.0986)=0.310\ \text{nm},$$

$$\Delta A=-\frac43(2.5)(150)(1.0986)=-549\ \text{nm}^2 .$$

The computed mean lag is 1.5 % larger than its formula, and the computed area deficit 1.9 % larger. The identity accounts for the area in detail:

$$2\pi R\,m=-557.6,\qquad \pi(m^2+\sigma^2)=+1.4,\qquad \text{triangle bias}=-3.3\ \text{nm}^2 .$$

Their sum is −559.5 nm², as measured. The spread contributes only $\pi\sigma^2=0.3$ nm², although $\sigma$ is about half of $|m|$.

The observed order is $\log_2$ of the ratio of errors on successive grids. For the mean radius it falls from 1.057 on the coarsest pair to 1.005 on the finest. For the area it falls from 1.070 to 1.007. The area order lies higher because the measured area has extra terms in $h^2$: the triangle bias, $-0.52h^2$, and $\pi(m^2+\sigma^2)\approx+0.22h^2$. Their negative sum adds to the deficit, and it fades faster than the first-order term.

A term in $h^2$ can be removed by forming twice the value of error$/h$ on the finest grid minus its value on the next coarser one. This gives $m/h=-0.2331$, against $-2\ln3/(3\pi)=-0.2331$. For the area it gives $\Delta A/h=-219.71$ nm, against −219.72 nm from the formula. On the finest grid $\delta(\theta)$ departs from the predicted angular pattern by at most 0.42 % of the largest predicted lag.

### An earlier time and a shorter step

At $t=4$ min the ideal radius is 90 nm. With $h=1.25$ nm the formula gives $m=-0.156$ nm, and the computed value is −0.157 nm. This is 0.53 of the lag at 10 min on the same grid, close to $\ln1.8/\ln3=0.535$. Growth in proportion to time would have given 0.4.

Halving the time step at $h=2.5$ nm changed $m$ from −0.592 to −0.600 nm, or by 1.4 %. This small change agrees with the absence of $\Delta t$ from the leading term. A shorter step at fixed $h$ does not remove the error.

### A front with the correct area

To answer the third question, the contour $\phi=C$ was used instead of $\phi=0$, with $C$ found numerically so that the triangle area equals $\pi R^2$. Because $|\nabla\phi|=1+O(h)$, this moves the front outward by nearly the same length at every angle. It removes the mean lag and leaves $\delta-m$.

| $h$ (nm) | rms radius error (nm) |
|---:|---:|
| 10 | 1.164 |
| 5 | 0.607 |
| 2.5 | 0.307 |
| 1.25 | 0.154 |
| 0.625 | 0.077 |

The measured area error is now zero on every grid by choice of $C$, yet the radius error is nearly the former $\sigma$ and still halves with $h$. A correct area therefore does not imply a correct radius. The corrected front is too far out on the grid axes and too far in on the diagonals.

A small mean error $m'$ also remains. Setting the measured area error to zero, with the triangle bias included and $m'^2$ neglected, gives

$$m'\simeq\frac{h^2}{12R}-\frac{\sigma^2}{2R}.$$

For $h=2.5$ nm this is 0.0032 nm, and the computed value is 0.0033 nm. It is about one hundredth of the remaining rms error.

## Comparison of the estimate and the solution

At $h=2.5$ nm scaling gave a displacement of 1.25 nm and an area change of 1180 nm². The computed mean lag is 0.59 nm and the area deficit 560 nm², so both estimates are high by a factor of 2.1. Two replacements explain this. Using the midway radius put 1 in place of $\ln3=1.10$, which lowers the estimate slightly. Ignoring direction put 1 in place of $\langle g\rangle=0.42$, which raises it by a factor of 2.4. The power of $h$ was right, but the missing angular dependence is what separates the radius error from the area error.

## The numbers beside a real film

Apart from two deliberately pessimistic choices named below, the parameters are rough typical values for polysilicon grown from silane by low-pressure chemical vapour deposition, near 893 K and 0.2 Torr. For a molecular diameter of 0.5 nm the gas mean free path is 0.42 mm, far larger than the wire radius, so transport near the wire is ballistic. A real film departs most plainly from the assumption of one constant, uniform speed. If the surface reaction limits the rate, with an activation energy $E_a=1.7$ eV, a 1 K temperature error changes the rate by the fraction $E_a/(k_BT^2)\times1\ \text{K}=2.5\,\%$, or 2.5 nm of this 100 nm film. Roughness of 5 % of the thickness is 5 nm.

Surface curvature can also slow growth. With a surface energy of 1 J/m² and an atomic volume of $2\times10^{-29}$ m³, the capillary length $\Gamma=\gamma\Omega/(k_BT)$ is 1.6 nm. If the reverse flux were as large as the net growth flux, a deliberately pessimistic choice, the speed would be $F(1-\Gamma/r)$, and numerical integration gives a lag of 1.8 nm. A parallel wire of the same final radius, with its axis 1000 nm away, covers a fraction $150/850$ of the view from the nearest surface point. Comparing the growth speed with the rate at which molecules of pure silane strike the surface at this pressure gives a sticking probability of only about $2\times10^{-5}$. With the deliberately high value 0.01, the neighbour re-emits all but 1 % of the molecules that strike it, so to first order in the covered fraction only that part of the covered flux is lost. With the final radius used throughout, the film there would lose $100\times0.01\times150/850=0.18$ nm, or about 0.20 nm once the shading of the neighbour itself is counted. Both figures are overestimates, because the wires are thinner and cover less of the view earlier in the run; over the whole run the loss is about 0.12 nm.

For these inputs the largest grid lag at $h=2.5$ nm, 0.97 nm, is already below the temperature and roughness effects. Further refinement improves the solution of the constant-speed model, but not appreciably the prediction of this film's thickness. At $h=10$ nm the lag of 3.9 nm is comparable with those effects, and its fourfold pattern could be mistaken for a physical anisotropy.
